Mean First-Shell Coordination of fcc Cuboctahedral Clusters in EXAFS

**Problem**

A metal particle of one element has the fcc structure and the shape of a cuboctahedron, with 6 square and 8 triangular faces. It consists of a central atom and K complete geometric shells, so that each edge of the outer surface is K bonds long. There is no support, adsorbate or surface reconstruction.

(a) Find the mean number of nearest neighbours per atom, N̄, for K = 1 (13 atoms), for K = 2 (55 atoms) and for general K.

(b) An EXAFS analysis gives a first-shell coordination number of 9.0 with an uncertainty of 10 %. The bond length is d = 280 pm. Which closed-shell sizes are compatible with it?

(c) How do a mixture of sizes and unequal bond disorder change the number that is read from the spectrum?

EXAFS measures a mean because every atom of the element absorbs. If all bonds have the same length, disorder and scattering properties, each contributes the same signal χ₁(k), where k is the photoelectron wavenumber. An atom i with Nᵢ neighbours contributes Nᵢχ₁, and the average over n absorbers is

χ = (1/n) Σᵢ Nᵢ χ₁ = N̄ χ₁.

**First estimate by scaling**

An atom inside an fcc crystal has 12 neighbours. The deficit comes from the surface, which grows as K², while the number of atoms grows as K³. The deficit per atom should therefore fall as 1/K, and continuum geometry supplies the factor.

A cuboctahedron of edge L = Kd has volume (5√2/3)L³, and each fcc atom occupies d³/√2. Hence

n ≈ (5√2/3)K³d³ · √2/d³ = (10/3)K³.

The square faces have total area 6L² and hold one atom per d², which gives 6K² atoms. The triangular faces have total area 2√3 L² and hold one atom per (√3/2)d², which gives 4K² atoms. An atom on a square face lacks 4 neighbours, and one on a triangular face lacks 3, as is shown below. Ignoring edges and vertices, the number of missing neighbours is

M ≈ 4·6K² + 3·4K² = 36K².

The estimate is then

N̄ ≈ 12 − 36K²/(10K³/3) = 12 − 10.8/K.

It gives 1.2 for K = 1 and 6.6 for K = 2. The first value cannot be trusted: all surface atoms of the 13-atom cluster are vertices, which the estimate ignores.

**Exact solution**

*Coordinates.* Measure positions in units of half the cubic lattice constant. The fcc sites are the integer triples (x, y, z) with even sum, and the 12 steps to nearest neighbours are the vectors of type (±1, ±1, 0). The cluster contains the sites with

|x|, |y|, |z| ≤ K and |x| + |y| + |z| ≤ 2K.

The first conditions give the square faces, the last one the triangular faces. A step changes each coordinate by at most 1 and the sum of absolute values by at most 2.

*Interior atoms.* A site on no face has |x|, |y|, |z| ≤ K−1. Its sum of absolute values is even and below 2K, hence at most 2K−2. No step can leave the cluster, so the coordination is 12. These sites also form the cluster with K−1 shells.

*Square faces.* Take x = K, away from the edges. The four steps with Δx = +1 leave the cluster. The sum of absolute values is at most 2K−2, so no other step leaves. The coordination is 12 − 4 = 8.

*Triangular faces.* Take x + y + z = 2K with every coordinate at most K−1. Each coordinate is then at least 2, so no step changes a sign. The steps that leave are those that raise the sum: (1,1,0), (1,0,1) and (0,1,1). The coordination is 12 − 3 = 9.

*Edges.* Take x = K and y + z = K, with y, z ≥ 1. Four steps break the square-face condition and three break the triangular-face condition. Two of them, (1,1,0) and (1,0,1), are in both sets. Thus 4 + 3 − 2 = 5 neighbours are missing, and the coordination is 7.

*Vertices.* Take (K, K, 0). Four steps have Δx = +1, four have Δy = +1, and (1,1,0) is in both sets, so 7 steps leave. The other five, (−1,−1,0), (−1,0,±1) and (0,−1,±1), stay inside. The coordination is 5.

*Numbers of sites.* There are 12 vertices and 24 edges, each edge with K−1 atoms between its ends. A square face has (K+1)² atoms, of which 4K lie on its boundary, leaving (K−1)². A triangular face has (K+1)(K+2)/2 atoms, of which 3K lie on its boundary, leaving

(K² + 3K + 2 − 6K)/2 = (K−1)(K−2)/2.

The outer shell therefore contains

12 + 24(K−1) + 6(K−1)² + 4(K−1)(K−2) = 10K² + 2

atoms. Removing it leaves the next smaller cluster, so the total is the central atom plus a sum over shells:

n = 1 + Σₛ₌₁ᴷ (10s² + 2)
= 1 + 10K(K+1)(2K+1)/6 + 2K
= [5K(K+1)(2K+1) + 3(2K+1)]/3
= (2K+1)(5K² + 5K + 3)/3.

*Missing neighbours.* Weighting each kind of site by its deficit gives

M = 7·12 + 5·24(K−1) + 4·6(K−1)² + 3·4(K−1)(K−2)
= 84 + (120K − 120) + (24K² − 48K + 24) + (12K² − 36K + 24)
= 12(3K² + 3K + 1).

*Mean coordination.* Let B be the number of bonds. Each is counted from both ends, so the coordinations add up to

2B = 12n − M
= 4(10K³ + 15K² + 11K + 3) − (36K² + 36K + 12)
= 40K³ + 24K² + 8K
= 8K(5K² + 3K + 1).

Division by n gives the general formula:

N̄ = 24K(5K² + 3K + 1) / [(2K+1)(5K² + 5K + 3)].

For the two smallest clusters,

K = 1: N̄ = 24·9/(3·13) = 72/13 = 5.54,
K = 2: N̄ = 48·27/(5·33) = 432/55 = 7.85.

The first can be checked by eye: one atom with 12 neighbours and twelve with 5 give (12 + 60)/13. The formula belongs to this shape; another shape with the same number of atoms needs its own count.

**Comparison of the two**

K = 1: estimate 1.2, exact 5.54
K = 2: estimate 6.6, exact 7.85
K = 3: estimate 8.4, exact 8.98
K = 6: estimate 10.2, exact 10.35

The scaling law has the right limit but is too low for small clusters. To see why, put m = K + ½, so that K² + K = m² − ¼. Then

M = 12(3m² + ¼), n = 2m(5m² + 7/4)/3,

and the exact deficit is

12 − N̄ = M/n = (10.8/m) · (m² + 1/12)/(m² + 7/20).

The last factor is below 1 and tends to 1 for large m. The main correction is thus the replacement of K by K + ½. Geometrically, the continuum estimate put the faces through the centres of the outer atoms, whereas each atomic layer parallel to a face owns the space up to half a layer spacing on either side. Neighbouring layers differ by 1 in x for a square face and by 2 in x + y + z for a triangular face. Moving the faces out by half a spacing puts them at x = K + ½ and x + y + z = 2K + 1 = 2(K + ½), which is the same cuboctahedron with K replaced by m. Its continuum values 36m² and (10/3)m³ are the leading terms of M and n above. The improved estimate 12 − 10.8/(K + ½) gives 4.8 for K = 1 and 7.7 for K = 2. Since 1/m < 1/K and the last factor is below 1, the original estimate lies below the exact value for every K.

The same form shows that N̄ rises with K. The derivative of the deficit with respect to m has the sign of

2m(m³ + 7m/20) − (m² + 1/12)(3m² + 7/20) = −m⁴ + m²/10 − 7/240,

which is negative for m ≥ 3/2. A value of N̄ therefore belongs to at most one K.

**From the measured number to a size**

The measured 9.0 with 10 % uncertainty covers 8.1 to 9.9. Two closed-shell clusters fall in this range. Opposite vertices are 2Kd apart, measured between atom centres:

K = 3: 147 atoms, N̄ = 8.98, diameter 2·3·280 pm = 1680 pm (1.68 nm),
K = 4: 309 atoms, N̄ = 9.63, diameter 2·4·280 pm = 2240 pm (2.24 nm).

Among complete cuboctahedra the number of atoms is thus uncertain by a factor of about two. Without the restriction to closed shells the range is wider: spherical cuts of the fcc lattice centred on an atom fall in it from 79 to 459 atoms. The resolution worsens with size: from K = 5 to K = 6 the mean coordination rises from 10.05 to 10.35, a step of 0.30, whereas 10 % of either value is about 1.

**Mixtures of sizes**

The spectrum averages over atoms, not over clusters. For equal numbers of 13-atom and 55-atom clusters,

N̄ = (72 + 432)/(13 + 55) = 7.41.

The plain mean of the two coordination numbers is 6.70. The larger cluster weighs more because it contains more absorbers.

**Unequal disorder**

Let the length of a bond fluctuate about its mean by u, with a Gaussian distribution of variance σ². The EXAFS phase contains 2ku. If the slower dependence of the other factors on distance is neglected, averaging multiplies the bond's signal by

⟨exp(2iku)⟩ = exp[−(2k)²σ²/2] = exp(−2k²σ²).

With a common σ², a plot of ln A against k², where A is the amplitude divided by that of one undamped bond, is a straight line that meets k = 0 at ln N̄.

Now let the bonds between two surface atoms be softer. In the 55-atom cluster there are 216 bonds. The inner 13 atoms have 36 among themselves, and their 84 otherwise missing neighbours are supplied by the outer shell. This leaves 216 − 36 − 84 = 96 surface–surface bonds, a fraction f = 96/216 = 0.444. As model values, take σₛ² = 150 pm² for these and σ_b² = 50 pm² for the rest, with equal mean lengths. Then

A(k) = N̄[(1−f) exp(−2k²σ_b²) + f exp(−2k²σₛ²)].

Write t = k² and A = Σⱼ cⱼ exp(−aⱼt), with decay rates aⱼ = 2σⱼ², and let pⱼ = cⱼ exp(−aⱼt)/A be the share of term j in A, so that the shares add up to 1. With primes for derivatives with respect to t, A′/A = −Σ pⱼaⱼ and A″/A = Σ pⱼaⱼ². The second derivative of ln A is A″/A − (A′/A)² = Σ pⱼaⱼ² − (Σ pⱼaⱼ)², the variance of the rates, which for two terms equals p_b pₛ(aₛ − a_b)². It is positive, so the curve is convex. A straight line through two of its points, extended back to k = 0, lies below the curve there. An analysis with a single σ² based on two such points therefore gives too small a coordination number.

At k = 0.04 and 0.12 pm⁻¹ the amplitudes are 5.8786 and 1.0803. The slope of the line is

(ln 1.0803 − ln 5.8786)/(0.0144 − 0.0016) pm² = −132.35 pm²,

which corresponds to an apparent variance of 66 pm². Extension to k = 0 gives

ln N_app = ln 5.8786 + 132.35·0.0016 = 1.9831, N_app = 7.265.

This is 7.5 % below the true 7.85, although no bond has been removed. In this model and for these two wavenumbers the bias is comparable to the 10 % uncertainty assumed above. It acts towards smaller apparent size, but here it does not change the assignment: 7.265 with 10 % uncertainty covers 6.5 to 8.0, which contains K = 2 only. For K = 4 the same count gives 1488 − 660 − 444 = 384 surface–surface bonds out of 1488, and the same model gives N_app = 9.18, a bias of 4.6 %, which is nearer to the value for K = 3 (8.98) than to the true 9.63. The size of the bias depends strongly on the wavenumbers used: for the 55-atom cluster it is 0.7 % for k = 0.02 and 0.06 pm⁻¹, and 26 % for k = 0.08 and 0.14 pm⁻¹.

The site counts, the general formula and the disorder averages are checked numerically on clusters built from atomic coordinates.

Computed values

```
Coordination by site kind (neighbours per atom):
  vertex: 5
  edge: 7
  square face: 8
  triangular face: 9
  interior: 12
Site counts: K, vertex, edge, square, triangular, interior (atoms)
  1 12 0 0 0 1
  2 12 24 6 0 13
  3 12 48 24 8 55
  4 12 72 54 24 147
  5 12 96 96 48 309
  6 12 120 150 80 561
K, atoms, bonds, missing neighbours, mean coordination (all counts)
  1 13 36 84 5.5385
  2 55 216 228 7.8545
  3 147 660 444 8.9796
  4 309 1488 732 9.6311
  5 561 2820 1092 10.0535
  6 923 4776 1524 10.3489
Large-K coefficient of 1/K in 12 - Nbar: 10.8
Large-K estimate at K=6: 10.200 neighbours
Bond length: 280 pm
Measured coordination: 9.0, error 10 %
Accepted coordination range: 8.1 to 9.9
  compatible K=3: 147 atoms, diameter 1680 pm, Nbar 8.980
  compatible K=4: 309 atoms, diameter 2240 pm, Nbar 9.631
Equal-number 13/55 mixture, atom-weighted mean: 7.412
Equal-number 13/55 mixture, plain mean: 6.697
Surface-surface bonds at K=2: 96 bonds
Surface-surface bond fraction: 0.4444
Variance, bonds with an interior atom: 50 pm^2
Variance, surface-surface bonds: 150 pm^2
Amplitude A at k=0.04 pm^-1: 5.8786 (neighbour units)
Amplitude A at k=0.12 pm^-1: 1.0803 (neighbour units)
Apparent coordination: 7.265 neighbours
Apparent variance: 66.17 pm^2
Coordination bias: -7.51 %
```
